\section*{Oxygen Pressure and Electron Density in Acceptor-Compensated Oxide Films}

\section{The error made with the wrong charge balance}

An oxide film is annealed in oxygen, and its electron density is known at $10^{-6}$ Torr. Its value is wanted at an oxygen activity of $10^{-18}$ Torr, at the same temperature. If electrons alone balance doubly charged oxygen vacancies, the density varies as $P^{-1/6}$ and rises by $10^{12/6}=100$. If fixed acceptors balance the vacancies, it varies as $P^{-1/4}$ and rises by $10^{12/4}=1000$. Using the first law for an acceptor-compensated film therefore gives an answer ten times too small. The vacancy reaction is the same in both cases; the charge balance differs.

\section{Assumptions and statement}

Let $n$ and $h$ be the electron and hole densities, $V_2$ and $V_1$ the densities of oxygen vacancies of charge $+2e$ and $+e$, and $A$ the total density of acceptors. Of these, $A_0$ are neutral and $A-A_0$ carry charge $-e$. The oxygen pressure is $P$. Temperature $T$ and $A$ stay fixed when $P$ is varied.

The film is uniform and in equilibrium with an ideal oxygen gas. Vacancies are dilute on $N_O$ oxygen sites per volume, electrons and holes are nondegenerate, and interactions between defects are neglected apart from overall neutrality. The conduction-band edge is the zero of electron energy. The energy $E$ removes one oxygen atom to half an O$_2$ molecule in its ground state and leaves a doubly charged vacancy with two electrons at the band edge. The vibrational entropy of the vacancy is omitted.

\paragraph{Theorem.} Under these assumptions there is a constant $K(T)$ such that
\begin{equation}
V_2n^2P^{1/2}=K .
\label{mass}
\end{equation}
If $n$, $h$, $A_0$ and $V_1$ are all much smaller than $A$, then to leading order
\begin{equation}
V_2=\frac A2,\qquad
n=n_{\rm law}\equiv\left(\frac{2K}{A}\right)^{1/2}P^{-1/4}.
\label{law}
\end{equation}

Electrons are here a minority compared with the acceptor and vacancy charge. They may be fewer or more numerous than holes.

\section{Three chemical potentials}

\paragraph{Lemma 1 (gas).} The chemical potential per oxygen atom obeys
\begin{equation}
\mu_O(P)=\mu_O(P_0)+\frac{k_BT}{2}\ln\frac P{P_0}.
\label{gas}
\end{equation}

\paragraph{Proof.} For $N$ identical molecules in volume $\Omega$ the partition function is $Z=z^N/N!$. Since $F=-k_BT\ln Z$ and $d\ln N!/dN\simeq\ln N$, the potential per molecule is $\partial F/\partial N=-k_BT\ln(z/N)$. In a large box, the sum over translational levels gives $\Omega/\lambda^3$, with $\lambda=h_P/\sqrt{2\pi m_{O_2}k_BT}$ and $h_P$ Planck's constant. Calling the internal factor $z_i(T)$ and using $\Omega/N=k_BT/P$,
\begin{equation}
\mu_{O_2}=-k_BT\ln\left[\frac{k_BT}{P\lambda^3}z_i(T)\right].
\end{equation}
For O$_2$ with spinless nuclei,
\begin{equation}
z_i=3\,\frac{T}{2\Theta_r}\,\frac1{1-e^{-\Theta_v/T}} .
\end{equation}
The factor 3 counts electron spin states. The middle factor is the high-temperature rotational sum, halved because only odd rotational levels occur. The last is the vibrational sum, measured from the lowest vibrational level. None of them depends on $P$, so $\mu_{O_2}$ contains $+k_BT\ln P$. A molecule has two atoms, hence $\mu_O=\mu_{O_2}/2$, which gives \eqref{gas}.

\paragraph{Lemma 2 (vacancies).} Placing a vacancy among dilute vacancies contributes $k_BT\ln(V_2/N_O)$ to its free energy.

\paragraph{Proof.} There are $W=M!/[v!(M-v)!]$ ways to place $v$ vacancies on $M$ sites. Adding the $v$th vacancy multiplies $W$ by $(M-v+1)/v$. The change of $-k_BT\ln W$ is thus $k_BT\ln[v/(M-v+1)]$. For large numbers this is $k_BT\ln[V_2/(N_O-V_2)]$, and for $V_2\ll N_O$ it is the stated form.

\paragraph{Lemma 3 (electrons).} For a parabolic band of mass $m$ and $n\ll N_C$, the electron chemical potential is
\begin{equation}
\mu_e=k_BT\ln\frac n{N_C},\qquad
N_C=2\left(\frac{2\pi mk_BT}{h_P^2}\right)^{3/2}.
\end{equation}

\paragraph{Proof.} With two spin states and wave number $q$, the nondegenerate occupation gives
\begin{align}
n&=\frac{2}{(2\pi)^3}\int_0^\infty4\pi q^2
e^{(\mu_e-\hbar^2q^2/2m)/k_BT}\,dq\\
&=\frac{e^{\mu_e/k_BT}}{\pi^2}\,
\frac{\sqrt\pi}{4}\left(\frac{2mk_BT}{\hbar^2}\right)^{3/2}.
\end{align}
The second line uses $\int_0^\infty q^2e^{-aq^2}dq=\sqrt\pi/(4a^{3/2})$. Replacing $\hbar$ by $h_P/2\pi$ gives $n=N_Ce^{\mu_e/k_BT}$, and the logarithm gives the lemma.

\section{Proof of the theorem}

Remove one oxygen atom, creating one $V_2$ and two electrons. This step preserves neutrality. At equilibrium the total free energy of film and gas is stationary, so the step costs nothing to first order:
\begin{equation}
E+\mu_O(P)+k_BT\ln\frac{V_2}{N_O}
+2k_BT\ln\frac n{N_C}=0.
\end{equation}
Divide by $k_BT$, exponentiate and insert \eqref{gas}:
\begin{equation}
V_2n^2=N_ON_C^2
e^{-[E+\mu_O(P_0)]/k_BT}\left(\frac P{P_0}\right)^{-1/2}.
\end{equation}
Multiplication by $P^{1/2}$ proves \eqref{mass}, with
\begin{equation}
K=N_ON_C^2P_0^{1/2}e^{-[E+\mu_O(P_0)]/k_BT}.
\label{K}
\end{equation}

Equal positive and negative charge requires
\begin{equation}
n+A-A_0=2V_2+V_1+h.
\label{neutral}
\end{equation}
When the four small densities are dropped, $A=2V_2$. Substitution in \eqref{mass} gives $(A/2)n^2P^{1/2}=K$, so $n^2=(2K/A)P^{-1/2}$. The positive root is \eqref{law}.

The vacancy density is pinned by the acceptors, so it cannot respond to pressure at leading order. The square of $n$ must absorb the whole factor $P^{-1/2}$. Without acceptors, $V_2=n/2$ would respond too; then $n^3=2KP^{-1/2}$ and $n=(2K)^{1/3}P^{-1/6}$.

\section{Corrections and the local exponent}

Three further equilibria fix the small densities. Creating an electron--hole pair across the gap $E_g$ gives
\begin{equation}
nh=K_i\equiv N_CN_Ve^{-E_g/k_BT},
\end{equation}
where $N_V$ is the valence-band counterpart of $N_C$. Hence $h\propto P^{1/4}$ wherever \eqref{law} holds. Let a vacancy bind its first electron by energy $\epsilon$, in either of two spin states. Equating the free energies before and after capture gives
\begin{equation}
\frac{V_1}{V_2}=2\frac n{N_C}e^{\epsilon/k_BT}.
\label{single}
\end{equation}
Likewise, an acceptor level at $E_A$ above the valence edge, with four neutral states, gives
\begin{equation}
\frac{A_0}{A-A_0}=4\frac h{N_V}e^{E_A/k_BT}.
\label{trap}
\end{equation}

\paragraph{Proposition 1.} The first correction to the quarter law is
\begin{equation}
\frac n{n_{\rm law}}-1\simeq
\frac{h+A_0+V_1-n}{2A}.
\label{correction}
\end{equation}

\paragraph{Proof.} Define $\eta=(h+A_0+V_1-n)/A$. Neutrality becomes $2V_2=A(1-\eta)$. Equation \eqref{mass} then gives $n=n_{\rm law}(1-\eta)^{-1/2}$, and $(1-\eta)^{-1/2}\simeq1+\eta/2$ for small $\eta$. Holes, free or bound to acceptors, replace vacancies in the charge balance and so raise $n$; electrons require more vacancies and lower it.

\paragraph{Proposition 2.} The local exponent $s=d\ln n/d\ln P$ is
\begin{equation}
s=-\frac{V_2+V_1/2}
{n+4V_2+V_1+h+A_0(1-A_0/A)}.
\label{slope}
\end{equation}

\paragraph{Proof.} Let a dot mean $d/d\ln P$. From \eqref{mass}, $\dot V_2=-V_2(1/2+2s)$. Equation \eqref{single} makes $V_1$ proportional to $V_2n$, so $\dot V_1=-V_1(1/2+s)$. Also $\dot n=ns$ and $\dot h=-hs$. If $r=A_0/(A-A_0)$, then $A_0=Ar/(1+r)$ and $r\propto h$, so
\begin{equation}
\dot A_0=-s\,\frac{Ar}{(1+r)^2}
=-sA_0\left(1-\frac{A_0}A\right).
\end{equation}
Differentiating \eqref{neutral} yields
\begin{equation}
\begin{split}
ns+sA_0\left(1-\frac{A_0}A\right)={}&-V_2(1+4s)\\
&-V_1\left(\tfrac12+s\right)-hs.
\end{split}
\end{equation}
Collecting the terms in $s$ on the left gives \eqref{slope}.

For $V_2=A/2$ and all other densities small, $s=-(A/2)/(2A)=-1/4$. For $n=2V_2$ and no acceptors, $s=-V_2/(6V_2)=-1/6$. When holes balance the acceptors and $V_2,V_1\ll h$, $s$ tends to zero.

An exponent near $-1/4$ does not by itself identify acceptor compensation. If singly charged vacancies and electrons balance each other, $n=V_1$, and \eqref{slope} again gives $-(1/2)/2=-1/4$. The two cases differ in their dependence on $A$: at fixed $T$ and $P$, \eqref{law} predicts $n\propto A^{-1/2}$, while the other case contains no acceptors.

\paragraph{Corollary (amorphous network).} The quarter law survives a spread of vacancy energies, provided the electrons stay nondegenerate, including any in band-tail states, the sites are independent, all vacancies are doubly charged, and their total density stays $A/2$.

\paragraph{Proof.} For site $i$, with vacancy probability $f_i$, the same equilibrium argument gives
\begin{equation}
\frac{f_i}{1-f_i}=\frac{\kappa_i}{y},\qquad y=n^2P^{1/2},
\end{equation}
where $\kappa_i$ depends on the site energy and $T$. Thus $f_i=\kappa_i/(\kappa_i+y)$. The sum of all $f_i$ falls steadily as $y$ rises, so a fixed vacancy total fixes one value of $y$. Hence $n\propto P^{-1/4}$. Disorder changes the prefactor, and its dependence on $A$ need no longer be $A^{-1/2}$.

\section{A strontium titanate film}

Consider a 200 nm acceptor-doped strontium titanate film at 1000 K in $10^{-6}$ Torr of oxygen, with $A=10^{19}$ cm$^{-3}$. The material inputs are rough typical values: $E=5.8$ eV, band masses of four electron masses, $E_g=2.6$ eV at this temperature, and $E_A=\epsilon=0.3$ eV. A lattice parameter of 0.39 nm, with three oxygen sites per cell, gives $N_O=5.057\times10^{22}$ cm$^{-3}$. The masses give $N_C=N_V=1.222\times10^{21}$ cm$^{-3}$.

With $P_0=1$ Torr and the rough values $\Theta_r=2.1$ K and $\Theta_v=2300$ K, $\mu_O(P_0)=-1.3837$ eV and $k_BT=0.08617$ eV. Spectroscopic O$_2$ levels give $-1.3848$ eV instead, which would raise $K$ by 1.4\% and $n$ by 0.7\%; the digits below are kept only so that the arithmetic can be followed. Equation \eqref{K} gives
\begin{align}
K&=(5.057\times10^{22})(1.222\times10^{21})^2
e^{-4.4163/0.08617}\nonumber\\
&\simeq4.17\times10^{42}\ {\rm cm^{-9}\,Torr^{1/2}}.
\end{align}
The quarter law then yields
\begin{align}
n_{\rm law}&=\left(\frac{2\times4.173\times10^{42}}
{10^{19}}\right)^{1/2}(10^{-6})^{-1/4}\nonumber\\
&=(9.14\times10^{11})(31.6)
=2.89\times10^{13}\ {\rm cm^{-3}},
\end{align}
or $2.89\times10^{19}$ m$^{-3}$. With $K_i=1.176\times10^{29}$ cm$^{-6}$, the hole density is $4.07\times10^{15}$ cm$^{-3}$, about 140 times larger. The vacancy density is $5.0\times10^{18}$ cm$^{-3}$. Electrons are a minority in both senses.

Neutral acceptors number $4.33\times10^{15}$ cm$^{-3}$. Equation \eqref{correction} therefore predicts a rise of $(4.07+4.33)\times10^{15}/(2\times10^{19})=0.04\%$ relative to the law. A direct numerical minimization of the free energy, without assuming mass action, gives $n=2.890\times10^{13}$ cm$^{-3}$ and exponent $-0.2499$. With $A$ reduced to $10^6$ cm$^{-3}$ at $10^{-18}$ Torr, the same minimization gives $-0.1670$, close to $-1/6$.

\section{Where the law bends}

Within this model the law stays within 5\% of the full neutrality solution from about $10^{-25}$ to 200 Torr. The crossing $n=h$, at $5\times10^{-11}$ Torr, lies inside this range and leaves no mark on the exponent, because both densities are then far below $A$. The very low values are oxygen activities set by a gas buffer, not vacuum pressures. If the buffer contains hydrogen, \eqref{neutral} also requires that dissolved hydrogen contribute negligible charge.

At 760 Torr the full solution is $1.86\times10^{11}$ cm$^{-3}$, 7\% above the law, and the exponent is $-0.234$. The hole density is $K_i/n=6.3\times10^{17}$ cm$^{-3}$. By \eqref{trap}, nearly the same number of holes is bound to acceptors. Together they replace about 13\% of the vacancy charge, and $(1-0.13)^{-1/2}\simeq1.07$.

At the opposite end, $10^{-30}$ Torr serves as a mathematical limit. The law would give $n=2.9\times10^{19}$ cm$^{-3}$, above $A$, which contradicts its own condition. The full solution gives $2.1\times10^{19}$ cm$^{-3}$ and exponent $-0.216$. The exponent differs from $-1/6$ because acceptors still carry a third of the negative charge and \eqref{single} gives $V_1/V_2\simeq1.1$. Lower pressure does not bring it to $-1/6$ while the electrons stay nondegenerate: $V_1/V_2$ grows with $n$, and the exponent steepens again, to $-0.22$ at $10^{-32}$ Torr and $-0.23$ at $10^{-34}$ Torr. The value $-1/4$ that \eqref{slope} gives for $n\simeq V_1\gg V_2$ is not reached in this film. Here $V_1/V_2\simeq65\,n/N_C$, so that limit needs $n$ comparable to $N_C$, where Lemma 3 fails; with Fermi statistics the exponent goes no further than about $-0.23$ and then weakens.

\section{The model beside a real film}

Strontium titanate can be acceptor-doped and exchanges oxygen at high temperature, so the example belongs to a real regime. Its density is illustrative and could be wrong by more than a factor of ten; an error of 0.4 eV in $E$ alone would be enough. Lowering $E$ by 0.1 eV multiplies $n$ by $e^{0.1/(2k_BT)}=1.79$; a vacancy entropy of $k_B$ multiplies it by $e^{1/2}=1.65$. Raising the electron mass from 4 to 5, a measure of uncertainty in an anisotropic band, multiplies it by $(5/4)^{3/2}=1.40$. Each change is made with the other inputs fixed, and none noticeably alters the exponent at $10^{-6}$ Torr.

Full ionization can fail if the dopant has a deep acceptor level. For $E_A=0.9$ eV instead of 0.3 eV, at the same temperature and pressure, 28\% of the acceptors are neutral. The density is then 18\% above the law and the exponent is $-0.219$. An electron-density exponent weaker than $-1/4$ may thus come from hole trapping rather than from a change of vacancy reaction. This exponent cannot be read directly from the conductivity here: holes far outnumber electrons, and with comparable mobilities the electronic conductivity rises with pressure.

Several other neglected effects are small in the interior of the film. The ratio $n/N_C=2\times10^{-8}$ makes degeneracy negligible, and one oxygen site in ten thousand is vacant. Binding vacancies to acceptors by an assumed 0.3 eV, with six neighbouring sites, raises $n$ by 2\%. For a relative permittivity of 80, screening by mobile vacancies has a Debye length
\begin{equation}
L_D=\left(\frac{\varepsilon k_BT}{4e^2V_2}\right)^{1/2}=4.4\ {\rm nm}.
\end{equation}
The screening cloud lowers the energy of a charge $ze$ by $z^2e^2/(8\pi\varepsilon L_D)$. One vacancy and two electrons have $\sum z^2=6$, and $n\propto K^{1/2}$, which gives a 7\% rise. The uneven potential of randomly placed acceptors is left out of this estimate. The pairing and screening estimates partly overlap and should not be multiplied. Both depend on $A$ but not on $P$ in the compensated regime. The Debye length is small beside 200 nm, so a uniform interior is reasonable. A positively charged surface can still deplete vacancies over several Debye lengths: with fixed acceptors, a barrier of 0.5 V gives a layer about 20 nm wide at each such face. A film a few tens of nanometres thick may then have no uniform interior. The same barrier attracts electrons: at the face their density is $e^{0.5/0.08617}\simeq330$ times the interior value. Even in a 200 nm film these layers can hold most of the electrons, so \eqref{law} gives the interior density, and the film's total electron content needs a space-charge calculation.

Equilibrium also takes time. Suppose the film starts without vacancies. Creating them removes $1.0\times10^{14}$ oxygen atoms per cm$^2$ of film. At $10^{-6}$ Torr and a gas temperature of 1000 K, $1.96\times10^{14}$ molecules arrive per cm$^2$ per second. At equilibrium as many atoms leave as enter. If oxygen left at this equilibrium rate throughout, removing it in one hour would require a reaction probability per molecule of
\begin{equation}
\frac{1.0\times10^{14}}{2(1.96\times10^{14})(3600)}
\simeq7\times10^{-5}.
\end{equation}
This is not a lower bound: a film without vacancies is far from equilibrium and can release oxygen much faster. The time actually needed depends on the surface reaction and must be measured. If the anneal is too short, the film has not reached equilibrium and \eqref{law} does not apply.

Finally, the calculated density belongs to the anneal temperature, not to device operation. If the vacancies are frozen during cooling to 300 K, and the gap there is taken as 3.2 eV, the model gives $4\times10^{11}$ holes per cm$^3$ and an electron density near $10^{-25}$ cm$^{-3}$, which means no electrons in any real film. The frozen vacancies fall slightly short of compensating the acceptors, so for these inputs the cold film is weakly p-type. The shortfall is only about $10^{-3}A$, and its sign is fragile. It reverses for anneals below about $2\times10^{-11}$ Torr, or for $E$ below about 5.33 eV at $10^{-6}$ Torr; an anneal at $10^{-18}$ Torr leaves an n-type cold film with about $7\times10^{12}$ electrons per cm$^3$ in this model. The remaining values are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Temperature 1000 K; kT 0.08617 eV
Acceptors A 1.00e+19 cm^-3; film 200 nm
Lattice parameter 0.39 nm
Oxygen sites 5.057e+22 cm^-3
Removal energy 5.80 eV
Band masses 4.0 electron masses
Gap at 1000 K 2.60 eV; at 300 K 3.20 eV
Acceptor depth 0.30 eV
Depth of electron on V1 0.30 eV
O2 rotational temperature 2.1 K
O2 vibrational temperature 2300 K
Band density NC=NV 1.222e+21 cm^-3
mu_O at 1 Torr -1.3837 eV
mu_O at 1e-6 Torr -1.9789 eV
Reduction constant K 4.173e+42 cm^-9 Torr^0.5
Product n*h 1.176e+29 cm^-6
Main pressure 1.0e-06 Torr
Main n, quarter law 2.8891e+13 cm^-3
Main n, full neutrality 2.8903e+13 cm^-3
Main n, free-energy minimum 2.8901e+13 cm^-3
Main holes 4.070e+15 cm^-3
Main V2 4.9958e+18 cm^-3; V1 7.683e+12 cm^-3
Main neutral acceptors 4.329e+15 cm^-3
Main exponent from minimum -0.24989
Undoped exponent, 1e-18 Torr -0.16697
P (Torr) | n law | n full (cm^-3) | exponent
7.60e+02 | 1.740e+11 | 1.861e+11 | -0.2337
1.00e-03 | 5.138e+12 | 5.150e+12 | -0.2494
1.00e-06 | 2.889e+13 | 2.890e+13 | -0.2499
1.00e-12 | 9.136e+14 | 9.136e+14 | -0.2500
1.00e-18 | 2.889e+16 | 2.886e+16 | -0.2497
1.00e-30 | 2.889e+19 | 2.056e+19 | -0.2156
Law within 5%: 1.03e-25 to 2.01e+02 Torr
n=h at 5.03e-11 Torr, n=3.430e+14 cm^-3
Correction at 1e-3 Torr: predicted 0.236 %
Correction at 1e-3 Torr: minimum 0.231 %
Degeneracy measure n/NC 2.37e-08
Vacant oxygen-site fraction 9.88e-05
Deep acceptor 0.9 eV: neutral 0.280
Deep acceptor: n/n_law 1.179
Deep acceptor: exponent -0.2193
Relative permittivity 80
Debye length 4.37 nm
Coulomb screening: n factor 1.074
Pair binding 0.30 eV: n factor 1.019
Removal energy lower by 0.1 eV: n factor 1.786
Vacancy entropy +1 kB: n factor 1.649
Band mass 5 instead of 4: n factor 1.398
O2 arrival rate 1.964e+14 cm^-2 s^-1
Oxygen removed from film 9.992e+13 cm^-2
Reaction probability for 1 hour 7.07e-05
Frozen film, 300 K: holes 3.83e+11 cm^-3
Frozen film, 300 K: log10(n in cm^-3) -24.7
\end{verbatim}
